# Dopant diffusivity from charged defects: powers of n/ni and the built-in field: a numerical check

```python
"""
Result under test: a dopant of charge z = +1 or -1 that moves as pairs with an
equilibrium defect X of charge q has, at uniform carrier density,
    D_A = sum_q D_q * nu**(-q),      nu = n/ni,
and in its own gradient D_eff = h*D_A with h = 1 + C/sqrt(C^2 + 4 ni^2).
Symbols: C dopant concentration, n electron density, ni intrinsic density,
D_q intrinsic contribution of charge state q, h built-in field factor.
In dimensionless parts, densities are in ni and energies in kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, erfcinv


def carrier_ratio(net_charge):
    """n/ni from neutrality n - p = net ionized charge (in ni), n*p = 1."""
    return net_charge / 2 + np.sqrt(net_charge**2 / 4 + 1)


def field_factor(c):
    return 1 + c / np.sqrt(c**2 + 4)


# ---- Microscopic ring: hopping pairs, explicit pairing and dissociation ----
q = np.array([1, 0, -1, -2])
hop = np.array([0.5, 1.0, 2.0, 1.5])           # pair hop rate per direction
binding = np.array([1.0, 2.0, 1.5, 3.0])       # pairing constants, 1/ni
formation = np.array([14.5, 13.0, 14.0, 15.5])  # energies at E_F = E_i, kT
SITES = 16


def ring_diffusivity(z, doping, dissociation, fixed_carriers):
    """Diffusivity (site^2 x rate) from the slowest nonuniform decay mode."""
    pair_charge = (z + q)[:, None]
    nu = carrier_ratio(z * doping)
    for _ in range(30):                         # uniform equilibrium state
        pairs = binding * np.exp(-formation - q * np.log(nu)) * doping
        nu = carrier_ratio(z * doping + np.sum((z + q) * pairs))
    mu_uniform = np.log(nu)
    base = np.vstack([np.full(SITES, doping),
                      np.repeat(pairs[:, None], SITES, axis=1)])

    def time_derivative(flat):
        y = flat.reshape(5, SITES)
        a, p = y[0], y[1:]
        if fixed_carriers:
            mu = np.full(SITES, mu_uniform)
        else:
            mu = np.log(carrier_ratio(z * a + np.sum(pair_charge * p, axis=0)))
        defects = np.exp(-formation[:, None] - q[:, None] * mu)
        pairing = dissociation * (binding[:, None] * defects * a - p)
        step = np.roll(mu, -1) - mu
        flux = hop[:, None] * (p * np.exp(-pair_charge * step / 2)
                               - np.roll(p, -1, axis=1)
                               * np.exp(pair_charge * step / 2))
        dp = pairing - flux + np.roll(flux, 1, axis=1)
        return np.vstack([-pairing.sum(axis=0), dp]).ravel()

    size = 5 * SITES
    jacobian = np.zeros((size, size))
    for k in range(size):                       # complex-step derivative
        probe = base.ravel().astype(complex)
        probe[k] += 1e-30j
        jacobian[:, k] = time_derivative(probe).imag / 1e-30
    modes = np.linalg.eigvals(jacobian)
    modes = modes[np.argsort(abs(modes))]
    assert abs(modes[0]) < 1e-3 * abs(modes[1])  # conserved dopant number
    return -modes[1].real / (2 * (1 - np.cos(2 * np.pi / SITES)))


coefficients = hop * binding * np.exp(-formation)
scale = coefficients.sum()
print("Ring model, D in units of its intrinsic value")
print("intrinsic shares of q=+1,0,-1,-2:", np.round(coefficients / scale, 4))
print("  z  C/ni   n/ni    D_A law  D_A ring  hD_A law  hD_A ring")
for z, c in [(1, 0.05), (1, 2.0), (1, 8.0), (-1, 8.0)]:
    nu = carrier_ratio(z * c)
    law = np.sum(coefficients * nu**(-q.astype(float)))
    law_field = field_factor(c) * law
    tracer = ring_diffusivity(z, c, 1e3, True)
    coupled = ring_diffusivity(z, c, 1e3, False)
    # remaining error: finite pairing rate and small fraction of pairs
    assert abs(tracer / law - 1) < 2e-3
    assert abs(coupled / law_field - 1) < 2e-3
    print(f" {z:+d} {c:5.2f} {nu:7.4f} {law/scale:9.4f} {tracer/scale:9.4f}"
          f" {law_field/scale:9.4f} {coupled/scale:9.4f}")
c = 2.0
law_field = field_factor(c) * np.sum(
    coefficients * carrier_ratio(c)**(-q.astype(float)))
slow_ratio = ring_diffusivity(1, c, 0.01, False) / law_field
assert slow_ratio < 0.5
print(f"slow pairing (dissociation rate 0.01), ring/law: {slow_ratio:.4f}")


# ---- Defect populations with Fermi-Dirac electrons ----
def fermi_integral(eta):
    value = quad(lambda u: 2 * u**2 * expit(eta - u**2), 0, 10,
                 epsabs=1e-13, epsrel=1e-10)[0]
    return 2 / np.sqrt(np.pi) * value


def fermi_level(n_over_nc):
    return brentq(lambda e: fermi_integral(e) / n_over_nc - 1, -20, 10)


rise = fermi_level(1e-3) - fermi_level(1e-4)
for electrons in (1, 2):
    population_gain = np.exp(electrons * rise)
    assert abs(population_gain / 10**electrons - 1) < 2e-3
    print(f"defect with {electrons} extra electron(s), gain for n x10 "
          f"(dilute): {population_gain:.3f}")

# ---- Arsenic in silicon: rough typical parameters ----
temperature = 1000 + 273.15                    # K
minutes = 30.0
ni = 1e19                                      # cm^-3
surface = 5e19                                 # cm^-3
background = 1e17                              # cm^-3
d_neutral, d_minus = 2e-15, 1e-15              # cm^2/s
d_intrinsic = d_neutral + d_minus
kt = const.k * temperature / const.e           # eV
length_nm = np.sqrt(d_intrinsic * minutes * 60) * 1e7
cs, cb = surface / ni, background / ni
r0, r1 = d_neutral / d_intrinsic, d_minus / d_intrinsic

print("Arsenic in silicon, rough typical parameters")
print(f"T = {temperature:.2f} K, kT = {kt:.4f} eV, time = {minutes:.0f} min")
print(f"ni = {ni:.1e}, surface C = {surface:.1e}, "
      f"background = {background:.1e} cm^-3")
print(f"D_0 = {d_neutral:.1e}, D_- = {d_minus:.1e}, "
      f"intrinsic sum = {d_intrinsic:.1e} cm^2/s")
print("C (cm^-3)   n/ni     D_A (cm^2/s)   h      D_eff (cm^2/s)")
for conc in (1e18, 1e19, surface):
    x = conc / ni
    da = d_neutral + d_minus * carrier_ratio(x)
    print(f"{conc:.1e}  {carrier_ratio(x):7.4f}  {da:.3e}   "
          f"{field_factor(x):.4f}   {field_factor(x)*da:.3e}")


def d_uniform(c):
    return r0 + r1 * carrier_ratio(c)


def d_full(c):
    return field_factor(c) * d_uniform(c)


def similarity_profile(diffusivity):
    """C(s), s = x/sqrt(D_intrinsic*t), with fixed surface concentration."""
    def rhs(s, y):
        slope = y[1] / diffusivity(max(y[0], 0.0))
        return [slope, -s / 2 * slope]

    def integrate(f0, dense=False):
        return solve_ivp(rhs, (0, 20), [cs, f0], method="LSODA",
                         rtol=1e-9, atol=1e-11, dense_output=dense)

    f0 = brentq(lambda f: integrate(f).y[0, -1], -30, 0, xtol=1e-12)
    solution = integrate(f0, True).sol
    return solution, brentq(lambda s: solution(s)[0] - cb, 0, 20)


_, s_constant = similarity_profile(lambda c: 1.0)
assert abs(s_constant / (2 * erfcinv(cb / cs)) - 1) < 1e-4
_, s_no_field = similarity_profile(d_uniform)
profile, s_full = similarity_profile(d_full)

# Same anneal from separate charge-state hopping fluxes in the built-in field
dx, nodes = 0.04, 350
state_charge = np.array([0, -1])[:, None]
state_weight = np.array([r0, r1])[:, None]


def hopping_profile(t, interior):
    c = np.concatenate([[cs], interior, [0.0]])
    psi = np.log(carrier_ratio(c))
    pairs = state_weight * c * np.exp(-state_charge * psi)
    step = np.diff(psi)
    charge = 1 + state_charge
    flux = np.sum(pairs[:, :-1] * np.exp(-charge * step / 2)
                  - pairs[:, 1:] * np.exp(charge * step / 2), axis=0) / dx
    return -np.diff(flux) / dx


run = solve_ivp(hopping_profile, (0, 1), np.zeros(nodes), method="LSODA",
                lband=1, uband=1, rtol=1e-7, atol=1e-9)
assert run.success
positions = dx * np.arange(1, nodes + 1)
c_hop = run.y[:, -1]
profile_error = np.max(abs(c_hop - profile(positions)[0])) / cs
last = np.where(c_hop > cb)[0][-1]
s_hop = positions[last] + dx * (c_hop[last] - cb) / (c_hop[last]
                                                     - c_hop[last + 1])
assert profile_error < 0.01                    # spatial grid error
assert abs(s_hop / s_full - 1) < 0.01

print(f"diffusion length sqrt(D_intrinsic t) = {length_nm:.2f} nm")
print(f"junction, constant intrinsic D: {s_constant*length_nm:.1f} nm")
print(f"junction, D_A without field:    {s_no_field*length_nm:.1f} nm")
print(f"junction, full D_eff:           {s_full*length_nm:.1f} nm")
print(f"junction, hopping fluxes:       {s_hop*length_nm:.1f} nm")
print(f"largest profile difference / surface C: {100*profile_error:.3f} %")

# ---- Sizes of neglected effects at the surface ----
nu = carrier_ratio(cs)
d_a = d_neutral + d_minus * nu
mass = 1.08 * const.m_e                        # rough density-of-states mass
nc = 2 * (2 * np.pi * mass * const.k * temperature
          / const.h**2)**1.5 * 1e-6
activity = np.exp(fermi_level(nu * ni / nc) - fermi_level(ni / nc))
print("Neglected effects, rough sizes")
print(f"Nc = {nc:.2e} cm^-3, n/Nc = {nu*ni/nc:.3f}")
print(f"degeneracy: D_- term x {activity/nu:.3f}, D_A change "
      f"{100*((d_neutral+d_minus*activity)/d_a-1):+.1f} %")

permittivity = 11.7 * const.epsilon_0          # rough relative value 11.7


def debye_length(carriers_cm3):
    return np.sqrt(permittivity * kt / (const.e * carriers_cm3 * 1e6))


debye = debye_length((nu + 1 / nu) * ni)
shift = const.e / (8 * np.pi * permittivity) * (1 / debye
                                                - 1 / debye_length(2 * ni))
# A(+) + X(0) + e(-) -> neutral pair: two unit charges lose their screening
coulomb = np.exp(-2 * shift / kt)
print(f"Debye length = {debye*1e9:.2f} nm, energy shift per unit charge "
      f"= {1e3*shift:.1f} meV")
print(f"Coulomb estimate: D_- term x {coulomb:.2f}, D_A change "
      f"{100*((d_neutral+d_minus*nu*coulomb)/d_a-1):+.0f} %")

s = np.linspace(0, s_full, 400)
nu_s = carrier_ratio(profile(s)[0])
curvature = np.gradient(np.gradient(np.log(nu_s), s), s) / length_nm**2
local_debye_nm = 1e9 * debye_length((nu_s + 1 / nu_s) * ni)
print(f"largest space charge / e(n+p): "
      f"{100*np.max(abs(curvature)*local_debye_nm**2):.2f} %")

interstitial_transport = 4e6                   # rough D_I*C_I, cm^-1 s^-1
pumping = surface * field_factor(cs) * d_a / interstitial_transport
print(f"interstitial transport capacity D_I C_I = "
      f"{interstitial_transport:.0e} cm^-1 s^-1")
print(f"defect supersaturation if all pairs carry interstitials: "
      f"about {100*pumping:.0f} %")
print("tests ok")
```

It prints:

```
Ring model, D in units of its intrinsic value
intrinsic shares of q=+1,0,-1,-2: [0.0311 0.5579 0.3079 0.103 ]
  z  C/ni   n/ni    D_A law  D_A ring  hD_A law  hD_A ring
 +1  0.05  1.0253    1.0123    1.0121    1.0376    1.0374
 +1  2.00  2.4142    1.9147    1.9143    3.2687    3.2678
 +1  8.00  8.1231    9.8623    9.8589   19.4302   19.4212
 -1  8.00  0.1231    0.8502    0.8501    1.6751    1.6748
slow pairing (dissociation rate 0.01), ring/law: 0.0442
defect with 1 extra electron(s), gain for n x10 (dilute): 10.003
defect with 2 extra electron(s), gain for n x10 (dilute): 100.064
Arsenic in silicon, rough typical parameters
T = 1273.15 K, kT = 0.1097 eV, time = 30 min
ni = 1.0e+19, surface C = 5.0e+19, background = 1.0e+17 cm^-3
D_0 = 2.0e-15, D_- = 1.0e-15, intrinsic sum = 3.0e-15 cm^2/s
C (cm^-3)   n/ni     D_A (cm^2/s)   h      D_eff (cm^2/s)
1.0e+18   1.0512  3.051e-15   1.0499   3.204e-15
1.0e+19   1.6180  3.618e-15   1.4472   5.236e-15
5.0e+19   5.1926  7.193e-15   1.9285   1.387e-14
diffusion length sqrt(D_intrinsic t) = 23.24 nm
junction, constant intrinsic D: 101.6 nm
junction, D_A without field:    110.3 nm
junction, full D_eff:           126.1 nm
junction, hopping fluxes:       126.1 nm
largest profile difference / surface C: 0.004 %
Neglected effects, rough sizes
Nc = 2.46e+20 cm^-3, n/Nc = 0.211
degeneracy: D_- term x 1.062, D_A change +4.5 %
Debye length = 1.15 nm, energy shift per unit charge = 20.9 meV
Coulomb estimate: D_- term x 0.68, D_A change -23 %
largest space charge / e(n+p): 0.23 %
interstitial transport capacity D_I C_I = 4e+06 cm^-1 s^-1
defect supersaturation if all pairs carry interstitials: about 17 %
tests ok
```
